# Depth Tails from Dislocation Pipes and Grain Boundaries

## First half: one dislocation pipe in a lattice

A dislocation core can carry atoms much faster than the lattice around it. When a tracer is held at the surface of a crystal, some of it runs down the cores, leaks sideways into the lattice, and forms a tail far below the depth that lattice diffusion reaches. The shape of this tail is the subject of the problem.

The model is a straight pipe of radius $a$, normal to the surface, with diffusivity $D_p$. It lies in a lattice of diffusivity $D\ll D_p$. Depth is $y$ and distance from the pipe axis is $r$. The concentration $c$ is measured in units of its constant surface value, and it vanishes everywhere at time $t=0$. The following assumptions hold throughout unless one is expressly relaxed.

- The pipe does not move, and the tracer has no preference for the core, so $c$ is continuous at $r=a$.
- The concentration is uniform across the pipe.
- Neighbouring pipes are much farther apart than the lattice diffusion length $\sqrt{Dt}$.
- In the lattice, diffusion parallel to the pipe is neglected. Part (f) finds when this is allowed.

The tracer that enters the lattice directly through the surface is a separate contribution. It has the profile $\operatorname{erfc}[y/(2\sqrt{Dt})]$, and the tail is considered at depths where this is negligible. The algebra is classical and contains no quantum constant, so it holds in any consistent units, atomic units included.

### (a) Write the equations of the pipe and of the lattice.

**Solution.** Take a slice of pipe of thickness $dy$, with volume $\pi a^2dy$. Its content changes for two reasons. The difference between the axial fluxes through its two faces supplies $\pi a^2D_p(\partial^2c/\partial y^2)\,dy$. Through its side, of area $2\pi a\,dy$, the inward flux is $+D\,\partial c/\partial r$, because the outward flux is $-D\,\partial c/\partial r$. Division by the volume gives

$$
\frac{\partial c}{\partial t}=D_p\frac{\partial^2c}{\partial y^2}+\frac{2D}{a}\left.\frac{\partial c}{\partial r}\right|_{r=a}.\tag{1}
$$

The concentration falls outward, so the last term is negative and represents a loss. In the lattice, with axial diffusion dropped,

$$
\frac{\partial c}{\partial t}=\frac{D}{r}\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right),\qquad r>a.\tag{2}
$$

The boundary conditions are $c=1$ at the mouth of the pipe and $c\to0$ far from the pipe and at great depth.

Uniformity across the pipe is a good approximation when $D_p\gg D$. The flux leaving the side is at most of order $Dc/a$ once the lattice profile has spread beyond a distance $a$. A radial difference $\Delta c$ inside the pipe carries a flux of order $D_p\Delta c/a$. Equating the two gives $\Delta c/c$ of order $D/D_p$ or less.

### (b) Solve these equations by a Laplace transform in time.

**Solution.** Define $\hat c(s)=\int_0^\infty e^{-st}c(t)\,dt$. Since $c$ starts from zero, $\partial c/\partial t$ becomes $s\hat c$. Equation (2) turns into

$$
\frac1r\frac{d}{dr}\left(r\frac{d\hat c}{dr}\right)=\kappa^2\hat c,\qquad \kappa=\sqrt{s/D}.
$$

This is the modified Bessel equation of order zero. Of its two solutions, $I_0(\kappa r)$ grows outward and is rejected, while $K_0(\kappa r)$ decays. Matching to the pipe concentration $\hat c_p(y)$ at $r=a$ gives

$$
\hat c(r,y)=\hat c_p(y)\frac{K_0(\kappa r)}{K_0(\kappa a)}.
$$

Because $K_0'(z)=-K_1(z)$, the gradient at the side of the pipe is

$$
\left.\frac{\partial\hat c}{\partial r}\right|_{a}=-\kappa\frac{K_1(\kappa a)}{K_0(\kappa a)}\hat c_p .
$$

Insert this in the transform of (1) and collect the terms in $\hat c_p$ on one side:

$$
\frac{d^2\hat c_p}{dy^2}=q\,\hat c_p,\qquad
q(s)=\frac{s}{D_p}+\frac{2D\kappa}{aD_p}\frac{K_1(\kappa a)}{K_0(\kappa a)}.\tag{3}
$$

The first term of $q$ describes filling of the pipe itself, and the second describes lateral loss. The surface value 1 has the transform $1/s$. The solution that decays with depth is therefore

$$
\hat c_p(y)=\frac1s e^{-y\sqrt q}.\tag{4}
$$

### (c) Find the transform of the total tracer per unit depth.

**Solution.** A sectioning measurement removes a layer and counts all the tracer in it, in pipe and lattice together. The relevant quantity is

$$
M(y,t)=\pi a^2c_p+\int_a^\infty2\pi r\,c\,dr .
$$

It has the dimension of an area, because $c$ is a fraction of the surface value. Multiply the transform of (2) by $2\pi r$ and integrate over the lattice. The upper limit contributes nothing, so

$$
s\int_a^\infty2\pi r\,\hat c\,dr=2\pi D\left[r\frac{\partial\hat c}{\partial r}\right]_a^\infty=-2\pi aD\left.\frac{\partial\hat c}{\partial r}\right|_a .
$$

Now multiply the transform of (1) by $\pi a^2$:

$$
s\pi a^2\hat c_p=\pi a^2D_p\frac{d^2\hat c_p}{dy^2}+2\pi aD\left.\frac{\partial\hat c}{\partial r}\right|_a .
$$

When the two lines are added, the exchange between pipe and lattice cancels, as it must for a total content. What remains is $s\hat M=\pi a^2D_p\,d^2\hat c_p/dy^2$. With (3) and (4),

$$
\hat M(y,s)=\pi a^2D_p\,\frac{q}{s^2}\,e^{-y\sqrt q}.\tag{5}
$$

### (d) Simplify the lateral loss at long times, and explain it physically.

**Solution.** Introduce the dimensionless variables

$$
p=st,\qquad \tau=\frac{Dt}{a^2},\qquad \kappa a=\sqrt{p/\tau}.
$$

The inversion integral contains $e^{st}=e^p$, and moderate values of $p$ determine the result; part (e) makes this more precise. When $\tau\gg1$, the argument $z=\kappa a$ is then small. For small $z$ the Bessel function is $K_0(z)\approx-\ln(z/2)-\gamma$, where $\gamma$ is Euler's constant. Its negative derivative gives $K_1(z)\approx1/z$. Hence $zK_1(z)\approx1$ and

$$
K_0(\kappa a)\approx-\frac12\ln\frac{p}{4\tau}-\gamma=\frac12(\Lambda-\ln p),\qquad
\Lambda=\ln(4\tau)-2\gamma .\tag{6}
$$

The loss term in (3) can be written as $(2D/a^2D_p)\,zK_1(z)/K_0(z)$. It becomes

$$
q\approx\frac{4D}{a^2D_p(\Lambda-\ln p)}=\frac{k^2}{1-\ln p/\Lambda},\qquad
k=\frac{2}{a\sqrt{\Lambda D_p/D}}.\tag{7}
$$

The filling term $s/D_p=p/(D_pt)$ has been dropped. At $p=1$ its ratio to the loss term is

$$
\frac{1/(D_pt)}{4D/(a^2D_p\Lambda)}=\frac{\Lambda}{4\tau},
$$

which is small for $\tau\gg1$.

The same $k$ follows from a simple steady picture. Suppose that the lattice around the pipe carries a steady radial flux out to a radius $R$ where $c=0$. The loss per unit length is then $2\pi Dc_p/\ln(R/a)$. Balance it against the axial supply:

$$
\pi a^2D_p\frac{d^2c_p}{dy^2}=\frac{2\pi D}{\ln(R/a)}c_p .
$$

The solution is $e^{-ky}$ with $k^2=2D/[a^2D_p\ln(R/a)]$. This agrees with (7) when $\ln(R/a)=\Lambda/2$, or $R=2e^{-\gamma}\sqrt{Dt}\approx1.12\sqrt{Dt}$. The tracer cloud around the pipe keeps spreading, but the resistance of a cylindrical shell depends on its outer radius through a logarithm. The loss coefficient thus falls only slowly with time. A strictly constant coefficient would give an exponential profile, so the actual profile is close to exponential.

### (e) Invert the transform to first order in $1/\Lambda$. How straight is $\ln M$ against depth?

**Solution.** Expand the square root of (7):

$$
\sqrt q=k\left(1-\frac{\ln p}{\Lambda}\right)^{-1/2}
=k\left[1+\frac{\ln p}{2\Lambda}+\frac38\frac{\ln^2p}{\Lambda^2}+\cdots\right].
$$

Keep the first correction and define $\nu=ky/(2\Lambda)$. Then

$$
e^{-y\sqrt q}\approx e^{-ky}e^{-\nu\ln p}=e^{-ky}p^{-\nu}.
$$

To the same order the prefactor is $q\approx k^2(1+\ln p/\Lambda)\approx k^2p^{1/\Lambda}$. With $s=p/t$, equation (5) becomes

$$
\hat M\approx\pi a^2D_pk^2t^2e^{-ky}p^{-b},\qquad b=2+\nu-\frac1\Lambda .
$$

The inverse transform is $M=(2\pi i)^{-1}\int e^{st}\hat M\,ds$, and $ds=dp/t$ removes one factor of $t$. The remaining integral follows from $\int_0^\infty t^{b-1}e^{-st}dt=\Gamma(b)s^{-b}$. This says that the inverse of $s^{-b}$ is $t^{b-1}/\Gamma(b)$, so at unit time

$$
\frac1{2\pi i}\int e^pp^{-b}dp=\frac1{\Gamma(b)} .
$$

Finally, (7) gives $\pi a^2D_pk^2t=4\pi Dt/\Lambda$. The result is

$$
M(y,t)\approx\frac{4\pi Dt}{\Lambda}\,\frac{e^{-ky}}{\Gamma(2+\nu-1/\Lambda)} .\tag{8}
$$

Since $d\nu/dy=k/(2\Lambda)$, the downward slope of $\ln M$ is

$$
S=-\frac{\partial\ln M}{\partial y}=k\left[1+\frac{\psi(b)}{2\Lambda}\right],\tag{9}
$$

where $\psi=\Gamma'/\Gamma$ is the digamma function. One more derivative gives $dS/dy=k^2\psi'(b)/(4\Lambda^2)$. This is positive, so the plot bends slightly downward, but the bend carries the small factor $1/\Lambda^2$.

A useful measure of shape is the effective exponent $n$. If $\ln M=A-By^n$, then $S=nBy^{n-1}$, so

$$
n=1+\frac{d\ln S}{d\ln y}.
$$

For the pipe, use $ky=2\Lambda\nu$:

$$
n=1+\frac{y\,k^2\psi'(b)/(4\Lambda^2)}{k[1+\psi(b)/(2\Lambda)]}
=1+\frac{\nu\psi'(b)}{2\Lambda+\psi(b)} .\tag{10}
$$

Thus $\ln M$ is nearly linear in depth for large $\Lambda$, but it is not strictly linear. The bend has a simple origin. The factor $e^pp^{-b}$ is stationary on the real axis at $p=b$, because $1-b/p=0$ there. A greater depth means a larger $b$, hence a larger $p$, which corresponds to shorter times. By (7) the loss coefficient is then larger.

The same observation sets the range of (8). The expansion requires $\ln b\ll\Lambda$. The first omitted term in the exponent must also be small, which means $\tfrac38ky\ln^2b\ll\Lambda^2$. At extreme depth both conditions fail, and the full $q$ of (3) is needed.

### (f) When may diffusion parallel to the pipe be neglected in the lattice?

**Solution.** Restore the term $D\,\partial^2c/\partial y^2$ in (2) and look, well below the surface, for a solution proportional to $e^{-y\sqrt q}K_0(\kappa'r)$. The lattice equation requires $s=D(\kappa'^2+q)$, so

$$
\kappa'^2=\frac sD-q=\frac{1}{Dt}(p-qDt).
$$

With $q\approx k^2$, the effect is to replace $\ln p$ in (7) by $\ln(p-\varepsilon)$, where

$$
\varepsilon=k^2Dt=\frac{4\tau D}{\Lambda D_p}.\tag{11}
$$

For small $\varepsilon$, $\ln(p-\varepsilon)\approx\ln p-\varepsilon/p$. To leading order in $1/\Lambda$, the relative change of $\sqrt q$ is then $-\varepsilon/(2\Lambda p)$. The neglect is justified when $\varepsilon\ll1$, that is, when the decay length $1/k$ is much longer than $\sqrt{Dt}$. The amplitude of this deep solution is fixed near the surface, where the simple form does not hold, so the change in $M$ needs a fuller calculation. A value is found in part (k).

The time is therefore limited on both sides. It must be long enough that $\Lambda\gg1$, and short enough that $\tau\ll\Lambda D_p/(4D)$. A large ratio $D_p/D$ opens the interval between these limits.

## Second half: the grain boundary, and an example in aluminium

The first half treated a pipe of radius $a$ and diffusivity $D_p$ in a lattice of diffusivity $D$, with surface concentration 1. The variables were $p=st$, $\tau=Dt/a^2$ and $\Lambda=\ln(4\tau)-2\gamma$. The tracer per unit depth is

$$
M\approx\frac{4\pi Dt}{\Lambda}\frac{e^{-ky}}{\Gamma(b)},\qquad
k=\frac{2}{a\sqrt{\Lambda D_p/D}},\qquad b=2+\nu-\frac1\Lambda,\qquad \nu=\frac{ky}{2\Lambda}.
$$

The slope of $-\ln M$ is $S=k[1+\psi(b)/(2\Lambda)]$, and the effective exponent is $n=1+d\ln S/d\ln y$. Axial lattice diffusion is negligible for $\varepsilon=k^2Dt\ll1$.

### (g) Replace the pipe by a planar boundary of width $\delta$ and diffusivity $D_b$. Reduce its profile to a function of one variable.

**Solution.** Let the boundary be normal to the surface, and let $x$ be the distance from one of its faces. Tracer leaves through two faces, so the balance over the width is

$$
\delta\frac{\partial c}{\partial t}=\delta D_b\frac{\partial^2c}{\partial y^2}+2D\left.\frac{\partial c}{\partial x}\right|_{x=0}.
$$

The lattice obeys $\partial c/\partial t=D\,\partial^2c/\partial x^2$. Its decaying transform is proportional to $e^{-x\sqrt{s/D}}$, with gradient $-\sqrt{s/D}\,\hat c$ at the face. Therefore $d^2\hat c/dy^2=q\hat c$ with

$$
q=\frac{s}{D_b}+\frac{2\sqrt{sD}}{\delta D_b}.
$$

The ratio of the first term to the second is $\delta\sqrt p/(2\sqrt{Dt})$. For a boundary much thinner than the diffusion length the first term is dropped. The loss coefficient now varies as $\sqrt s$, a power of the time scale, whereas for the pipe it varied only as the inverse of a logarithm.

Let $M_b$ be the tracer per unit depth and per unit length of boundary trace on the surface. The argument of part (c) gives $\hat M_b=\delta D_b\,q\,e^{-y\sqrt q}/s^2$. Define

$$
\beta=\frac{\delta D_b}{2D\sqrt{Dt}},\qquad w=\frac{y}{\sqrt{\beta Dt}} .
$$

Substituting $s=p/t$ and $\delta D_b=2\beta D\sqrt{Dt}$ gives

$$
q=\frac{2\sqrt{D/t}\,\sqrt p}{2\beta D\sqrt{Dt}}=\frac{\sqrt p}{\beta Dt},\qquad y\sqrt q=w\,p^{1/4}.
$$

The factor $1/s^2=t^2/p^2$ and the measure $ds=dp/t$ leave one power of $t$. The prefactor is $\delta D_bt/(\beta Dt)=2\sqrt{Dt}$. Hence

$$
M_b=2\sqrt{Dt}\,W(w),\qquad
W(w)=\frac{1}{2\pi i}\int p^{-3/2}e^{\,p-wp^{1/4}}dp .\tag{12}
$$

Axial lattice diffusion has again been neglected, which requires $\beta\gg1$.

### (h) How does $W$ decay at great depth?

**Solution.** For large $w$ the integral is controlled by the point where the exponent $\phi(p)=p-wp^{1/4}$ is stationary. From $\phi'=1-\tfrac w4p^{-3/4}=0$,

$$
p=P=\left(\frac w4\right)^{4/3},\qquad w=4P^{3/4}.
$$

At this point $\phi=P-4P=-3P$. The second derivative is $\phi''=\tfrac3{16}wP^{-7/4}=3/(4P)$. Let the contour pass through $P$ in the imaginary direction, $p=P+iv$. Then $\phi\approx-3P-3v^2/(8P)$ and $dp=i\,dv$. The Gaussian integral over $v$ equals $\sqrt{8\pi P/3}$, so

$$
W\approx\frac{P^{-3/2}e^{-3P}}{2\pi}\sqrt{\frac{8\pi P}{3}}
=\sqrt{\frac{2}{3\pi}}\,\frac{e^{-3P}}{P}.\tag{13}
$$

The Gaussian has a width of order $\sqrt P$, which must be small compared with $P$. The formula therefore needs $P\gg1$.

Since $3P$ is proportional to $w^{4/3}$, the deep exponent of this model is $n=4/3$. The six-fifths law, which takes $\ln M_b$ to be linear in $y^{6/5}$, is therefore not the limiting law.

The power $4/3$ has its own limit. The filling term dropped in part (g) is small in $q$ when $P\ll4Dt/\delta^2$. Beyond that depth the term $s/D_b$ takes over, and the shape changes again.

### (i) Where, then, does the six-fifths law come from?

**Solution.** Start at small depth. Expanding $e^{-wp^{1/4}}$ in (12) and inverting each power of $p$ gives

$$
W(w)=\sum_{j=0}^\infty\frac{(-w)^j}{j!\,\Gamma(3/2-j/4)} .
$$

Thus $W$ is smooth at $w=0$. Its logarithmic slope $S_b=-d\ln W/dw$ starts at the finite value $\Gamma(3/2)/\Gamma(5/4)$, so

$$
n=1+\frac{w}{S_b}\frac{dS_b}{dw}\to1\quad\text{as }w\to0 .
$$

The exponent begins at 1 and tends to $4/3$. By continuity it passes through $6/5$ on the way.

Now plot $\ln W$ against $w^{6/5}$. The downward slope of that plot is

$$
G=\frac{S_b}{\tfrac65w^{1/5}},\qquad
\frac{d\ln G}{d\ln w}=(n-1)-\frac15=n-\frac65 .\tag{14}
$$

The slope is stationary where $n=6/5$, so the plot looks straight around that depth. Any other power between 1 and $4/3$ would have a stationary slope at some other depth. The value $6/5$ suits a particular range.

To locate the range, the integral (12) and the corresponding integrals for its derivatives were evaluated with a trapezoidal sum on the parabola $p=x_0(1+iu)^2$, with $u$ real and $x_0>0$. The results are:

| $w$ | effective exponent $n$ |
|---:|---:|
| 3 | 1.140 |
| 6 | 1.204 |
| 12 | 1.261 |
| 1000 | 1.333 |

The last row illustrates the limit of the function $W$ and does not describe a practical depth. The exponent equals $6/5$ at $w=5.75$. Between $w=3$ and $w=12$ the slope $G$ stays between 0.762 and 0.780. Over this interval the largest misfit of a least-squares line to $\ln W$ is about 0.03 for a line in $w^{6/5}$ and about 0.3 for a line in $w$.

### (j) Find the tail for self-diffusion along dislocations in aluminium at 500 K after 1000 s.

**Solution.** Use rough typical parameters: activation energies of 1.30 eV for the lattice and 0.85 eV for the pipe, a common prefactor of $10^{13}\ \mathrm{nm^2/s}$, and $a=0.5$ nm. The Arrhenius law $D=D_0e^{-E/k_BT}$ gives

$$
D=0.788\ \mathrm{nm^2/s},\qquad D_p=2.706\times10^4\ \mathrm{nm^2/s},\qquad \frac{D_p}{D}=3.434\times10^4 .
$$

The lattice length is $\sqrt{Dt}=28.1$ nm. The other parameters follow:

$$
\tau=\frac{788.1}{0.25}=3152,\qquad
\Lambda=\ln(12610)-1.154=8.288,
$$

$$
k=\frac{2}{0.5\sqrt{8.288\times34340}}=0.00750\ \mathrm{nm^{-1}},\qquad \frac1k=133\ \mathrm{nm}.
$$

At $y=500$ nm, $ky=3.749$ and $\nu=3.749/16.58=0.226$, so $b=2.106$ and $\Gamma(b)=1.049$. The prefactor is $4\pi(788.1)/8.288=1195\ \mathrm{nm^2}$. Equation (8) gives

$$
M=\frac{1195\,e^{-3.749}}{1.049}=26.8\ \mathrm{nm^2}.
$$

For comparison, transform (5) was inverted numerically on the same kind of parabola, with the full Bessel expression (3) for $q$. Slopes came from central differences.

| $y$ (nm) | $M$, numerical (nm²) | $M$, eq. (8) (nm²) | $S$, numerical (nm⁻¹) |
|---:|---:|---:|---:|
| 200 | 270.3 | 270.1 | 0.00766 |
| 500 | 26.99 | 26.81 | 0.00770 |
| 800 | 2.657 | 2.632 | 0.00775 |

The content falls by a factor of about 100 while its logarithmic slope rises by about 1.3%. Between 200 and 800 nm, formula (8) departs from the numerical inversion by at most 0.94% of the latter. At 500 nm the numerical exponent is $n=1.010$, and (10) gives 1.008. The first-order formula thus underestimates the small bend, measured by $n-1$, by nearly a quarter. In this window the largest misfit of a least-squares line to $\ln M$ is about 0.005 for a line in $y$ and about 0.1 for a line in $y^{6/5}$. The preference is thus opposite to that of the boundary between $w=3$ and $w=12$. Straightness alone does not tell the two defects apart at equal depth, however. With the boundary parameters of part (k), depths of 200 to 800 nm correspond to $w=0.29$ to 1.15. There the boundary exponent is only 1.02 to 1.07, and its plot is also nearly straight in $y$.

The dependence on time separates the two defects more clearly. At one tenth of the anneal time, with temperature and depth held fixed, the pipe slope at 500 nm is 1.19 times as large. For the boundary, the depth unit $\sqrt{\beta Dt}$ varies as $t^{1/4}$, so it shrinks by a factor of $10^{1/4}=1.78$, and equation (12) makes the boundary slope at 500 nm 1.84 times as large. Restoring the filling term $s/D_b$, which matters more at the shorter time, raises this factor to about 1.88.

### (k) What do the neglected effects change, and when would a real sample show this tail?

**Solution.** Consider first axial lattice diffusion, for which $\varepsilon=0.044$. The pipe and lattice equations were solved by a finite-volume method on 120 logarithmically spaced rings and depth steps of 10 nm, with the time dependence obtained by diagonalization. The calculation was made with and without axial diffusion in the lattice, and the direct lattice background was subtracted. Including it changed the fitted slope between 200 and 800 nm by $-0.024\%$ and the content by up to 4.8%. The slope is thus much less sensitive than the amplitude.

The slope can be used to find the pipe diffusivity. The simulated profile with axial diffusion has a fitted slope of $0.00770\ \mathrm{nm^{-1}}$. Solving (9) at $y=500$ nm for $k$, and then using $D_p=4D/(a^2\Lambda k^2)$, returns $2.72\times10^4\ \mathrm{nm^2/s}$. This is 0.5% above the value put into the simulation. Part of the excess is discretization error, and in the limit of a fine mesh it is about 0.4%. The inversion assumes that $a$ and $D$ are known. A measured slope mainly determines the product $a^2D_p$, because $a$ enters separately through $\Lambda$ alone. Doubling $a$ at fixed $a^2D_p$ raises $k$ by 9.6%.

Next, take a dislocation density $\rho=10^{-6}\ \mathrm{nm^{-2}}$, or $10^8\ \mathrm{cm^{-2}}$. The section-averaged tail is $\rho M$, which is $2.7\times10^{-4}$ of the surface value at 200 nm and $2.7\times10^{-6}$ at 800 nm. Direct lattice diffusion contributes $\operatorname{erfc}(200/56.1)=4.7\times10^{-7}$ at 200 nm. The area per dislocation has an equivalent radius $(\pi\rho)^{-1/2}=564$ nm, about 20 times $\sqrt{Dt}$, so the pipes are isolated in the sense of the model. They must also move slowly. For a straight pipe moving sideways at a steady speed $v$, with $va\ll D$, the lattice equation in the moving frame replaces $s$ by $s+v^2/(4D)$ in the loss term. At 0.028 nm/s the pipe travels one diffusion length during the anneal, yet $p$ in the logarithm of (7) grows only by $1/4$, and the slope at 500 nm rises by less than 1%. At ten times this speed the slope rises by about 24%, and the fixed-pipe solution is no longer adequate.

The slope is far more sensitive to the input parameters than to axial lattice diffusion. With the other inputs fixed, a pipe energy lower by 0.05 eV reduces $k$ by 44%. A temperature higher by 5 K raises $k$ by 3.5%. The lattice has the larger activation energy, so $\sqrt{D/D_p}$ rises by 5.3%, while the growth of $\Lambda$ with $D$ lowers $k$ by about 1.8%.

A severe restriction comes from grain boundaries. Suppose square grains of side $g$ have boundaries normal to the surface, with $\delta=1$ nm and $D_b=D_p$. Then $\beta=612$ and the depth unit is $\sqrt{\beta Dt}=694$ nm. The length of boundary per unit surface area is $2/g$, so the boundary contribution is $(2/g)\,2\sqrt{Dt}\,W$. At 800 nm, $w=1.15$ and $W=0.35$. Equating this contribution to $\rho M$ gives

$$
g=\frac{4\sqrt{Dt}\,W}{\rho M}=\frac{4(28.07)(0.35)}{2.657\times10^{-6}}\ \mathrm{nm}\approx15\ \mathrm{mm}.
$$

Restoring the filling of the boundary and axial lattice diffusion lowers this estimate to about 14 mm. The parameters are rough values for aluminium, and the geometry required is in practice that of a single crystal. Polycrystalline aluminium films and conductor lines break this assumption. With grains of 1 µm and the same boundary parameters, the boundary contribution at 800 nm would be about 15,000 times the dislocation contribution, and the pipe tail would be hidden. Even in a single crystal, the native oxide may prevent a constant surface concentration, and dislocations may form networks or move during the anneal. A straight pipe inclined at an angle $\theta$ to the surface normal has length $y/\cos\theta$ down to depth $y$, so its slope against depth is larger by a factor of about $1/\cos\theta$, or 1.4 at 45°.

At a lower temperature of use the tail becomes long compared with the lattice penetration. For 10 years at 350 K, the same Arrhenius parameters give $\sqrt{Dt}=24.5$ nm but $1/k=1230$ nm. In a single-crystal aluminium layer about 1 µm thick, some tracer can therefore pass along the dislocations to depths that lattice diffusion does not reach. This estimate assumes that the pipes remain fixed, run straight through the layer, and keep the same activation energies down to that temperature. It describes self-diffusion only. A foreign atom needs its own diffusivities, and in a polycrystalline layer the grain boundaries must be included.
